# Why Canting and Exchange Torque Make Antiferromagnetic Resonance Fast: a numerical check

```python
"""
Result under test: the uniform resonance of an easy-axis antiferromagnet is
    omega0 = gamma * sqrt(B_A * (2*B_E + B_A)),
because anisotropy torque creates a small canting, and the exchange torque
that this canting activates turns the Neel vector.

m1, m2 : unit magnetization vectors of the two sublattices
B_E    : exchange field of one sublattice on the other (tesla)
B_A    : easy-axis anisotropy field (tesla)
alpha  : Gilbert damping;  gamma : gyromagnetic ratio of the electron
canting m = (m1+m2)/2;  Neel vector n = (m1-m2)/2
Inside the program time is gamma*t, so angular rates are in tesla.
A negative exchange argument describes a ferromagnetic pair.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

gamma = physical_constants["electron gyromag. ratio"][0]
GHZ = gamma / (2 * np.pi) / 1e9
B_E, B_A, alpha, tilt = 100.0, 0.1, 0.005, 0.01
AFM, FM = (1, -1), (1, 1)


def motion(state, exchange, anisotropy, damping=0.0):
    """Full nonlinear rate of change of both unit vectors."""
    m1, m2 = state[:3], state[3:]
    result = []
    for own, other in ((m1, m2), (m2, m1)):
        field = -exchange * other
        field[2] += anisotropy * own[2]
        torque = np.cross(own, field)
        rate = -(torque + damping * np.cross(own, torque))
        result.append(rate / (1 + damping**2))
    return np.concatenate(result)


def unit_vectors(transverse, signs):
    """Build two unit vectors from x1, y1, x2, y2 and the signs of z."""
    x1, y1, x2, y2 = transverse
    z1 = signs[0] * np.sqrt(1 - x1**2 - y1**2)
    z2 = signs[1] * np.sqrt(1 - x2**2 - y2**2)
    return np.array([x1, y1, z1, x2, y2, z2])


def eigenvalues(signs, exchange, anisotropy, damping=0.0):
    """Diagonalize the numerical derivative of the full torque."""
    step = 1e-5
    matrix = np.zeros((4, 4))
    for k in range(4):
        shift = np.zeros(4)
        shift[k] = step
        plus = motion(unit_vectors(shift, signs),
                      exchange, anisotropy, damping)
        minus = motion(unit_vectors(-shift, signs),
                       exchange, anisotropy, damping)
        matrix[:, k] = (plus - minus)[[0, 1, 3, 4]] / (2 * step)
    return np.linalg.eigvals(matrix)


def frequencies(values):
    return np.sort(values.imag[values.imag > 0])


def evolve(start, exchange, times):
    solution = solve_ivp(lambda t, s: motion(s, exchange, B_A),
                         (0, times[-1]), start, t_eval=times,
                         method="DOP853", rtol=1e-11, atol=1e-13)
    assert solution.success
    return solution.y.T


def canting_and_neel(state):
    return (state[:3] + state[3:]) / 2, (state[:3] - state[3:]) / 2


def close(a, b, tolerance):
    return np.allclose(a, b, rtol=tolerance, atol=0)


omega0 = np.sqrt(B_A * (2 * B_E + B_A))
ratio = B_A / omega0

# Resonance frequencies from the torque, over a wide range of exchange.
scan = []
for exchange in (0.0, 1.0, 10.0, 100.0, 1000.0):
    numerical = frequencies(eigenvalues(AFM, exchange, B_A))
    predicted = np.sqrt(B_A * (2 * exchange + B_A))
    assert len(numerical) == 2 and close(numerical, predicted, 1e-5)
    scan.append((exchange, numerical[0]))
afm_frequency = frequencies(eigenvalues(AFM, B_E, B_A))[0]
assert np.max(np.abs(eigenvalues(AFM, B_E, 0.0))) < 0.01 * omega0

# Ferromagnetic control, and the exact geometric mean.
fm_frequencies = frequencies(eigenvalues(FM, -B_E, B_A))
assert close(fm_frequencies, [B_A, 2 * B_E + B_A], 1e-5)
assert close(np.sqrt(np.prod(fm_frequencies)), afm_frequency, 1e-5)

# A rigidly tilted antiparallel pair: anisotropy torque acts first.
start = unit_vectors([tilt, 0, -tilt, 0], AFM)
assert np.max(np.abs(motion(start, B_E, 0.0))) < 1e-12
first_m, first_n = canting_and_neel(motion(start, B_E, B_A))
assert np.linalg.norm(first_n) < 1e-12
assert close(first_m[1], B_A * tilt, 1e-3)

# Nonlinear swing from rest, followed for half a period.
fractions = np.array([0, 0.125, 0.25, 0.375, 0.5])
times = fractions * 2 * np.pi / omega0
trajectory = []
for fraction, state in zip(fractions, evolve(start, B_E, times)):
    m, n = canting_and_neel(state)
    phase = 2 * np.pi * fraction
    assert abs(n[0] - tilt * np.cos(phase)) < 1e-3 * tilt
    assert abs(m[1] - ratio * tilt * np.sin(phase)) < 1e-3 * ratio * tilt
    exchange_energy = 2 * B_E * np.dot(m, m)
    axis_energy = B_A / 2 * np.sum(state[[0, 1, 3, 4]]**2)
    share = exchange_energy / (exchange_energy + axis_energy)
    trajectory.append((fraction, n[0], m[1], share))
assert close(trajectory[2][3], 2 * B_E / (2 * B_E + B_A), 1e-3)

# Same start and same quarter period, but with exchange removed.
control = evolve(start, 0.0, np.array([0, times[2]]))[-1]
control_n = canting_and_neel(control)[1][0]
assert control_n > 0.99 * tilt

# Circular mode: it must turn rigidly by 90 degrees in a quarter period.
circular = unit_vectors([(ratio + 1) * tilt, 0,
                         (ratio - 1) * tilt, 0], AFM)
final = evolve(circular, B_E, np.array([0, times[2]]))[-1]
m, n = canting_and_neel(final)
assert abs(n[0]) < 1e-3 * tilt and close(n[1], tilt, 1e-3)
assert abs(m[0]) < 1e-3 * ratio * tilt
assert close(m[1], ratio * tilt, 1e-3)

# Separate the torques that turn the Neel vector in this mode.
exchange_m, exchange_n = canting_and_neel(motion(circular, B_E, 0.0))
axis_m, axis_n = canting_and_neel(motion(circular, 0.0, B_A))
exchange_rate = exchange_n[1] / tilt
axis_rate = axis_n[1] / tilt
assert np.linalg.norm(exchange_m) < 1e-12
assert close(exchange_rate + axis_rate, afm_frequency, 1e-3)
torque_share = exchange_rate / (exchange_rate + axis_rate)
assert close(torque_share, 2 * B_E / (2 * B_E + B_A), 1e-4)


# Quadratic energy, compared with the energy from its definition.
def energy(state):
    return (B_E * np.dot(state[:3], state[3:])
            - B_A / 2 * (state[2]**2 + state[5]**2))


small_m, small_n = np.array([1e-5, 2e-5]), np.array([1e-3, -5e-4])
sample = unit_vectors(np.concatenate([small_m + small_n,
                                      small_m - small_n]), AFM)
excess = energy(sample) - energy(unit_vectors(np.zeros(4), AFM))
quadratic = ((2 * B_E + B_A) * np.dot(small_m, small_m)
             + B_A * np.dot(small_n, small_n))
assert close(excess, quadratic, 1e-4)

# Damped modes and the limit of oscillation.
damped_afm = eigenvalues(AFM, B_E, B_A, alpha)
damped_fm = eigenvalues(FM, -B_E, B_A, alpha)
afm_decay = -np.mean(damped_afm.real)
afm_damped_frequency = frequencies(damped_afm)[0]
slow = damped_fm[np.argmin(np.abs(damped_fm))]
fm_decay, fm_damped_frequency = -slow.real, abs(slow.imag)
predicted_decay = alpha * (B_E + B_A) / (1 + alpha**2)
assert close(-damped_afm.real, predicted_decay, 1e-5)
assert close(afm_damped_frequency,
             np.sqrt(omega0**2 / (1 + alpha**2) - predicted_decay**2), 1e-5)
assert close(fm_decay, alpha * B_A / (1 + alpha**2), 1e-4)
critical = omega0 / B_E
below = eigenvalues(AFM, B_E, B_A, 0.9 * critical)
above = eigenvalues(AFM, B_E, B_A, 1.1 * critical)
assert np.min(np.abs(below.imag)) > 0.1 * omega0
assert np.max(np.abs(above.imag)) < 1e-3 * omega0
afm_quality = afm_damped_frequency / (2 * afm_decay)
fm_quality = fm_damped_frequency / (2 * fm_decay)

print(f"exchange field B_E = {B_E:.1f} T")
print(f"anisotropy field B_A = {B_A:.1f} T")
print(f"Gilbert damping alpha = {alpha:.3f}")
print(f"initial tilt = {1e3 * tilt:.1f} mrad")
print(f"gamma/(2 pi) = {GHZ:.3f} GHz/T")
print(f"AFM resonance, as a field = {afm_frequency:.4f} T")
print(f"AFM resonance = {afm_frequency * GHZ:.2f} GHz")
print(f"approximation sqrt(2 B_E B_A) = "
      f"{np.sqrt(2 * B_E * B_A) * GHZ:.2f} GHz")
print(f"FM in-phase mode = {fm_frequencies[0] * GHZ:.3f} GHz")
print(f"FM opposite-phase mode = {fm_frequencies[1] * GHZ:.1f} GHz")
print(f"AFM / FM in-phase frequency = "
      f"{afm_frequency / fm_frequencies[0]:.2f}")
print("scan at fixed B_A: B_E (T), AFM frequency (GHz)")
for exchange, value in scan:
    print(f"  {exchange:7.1f}  {value * GHZ:9.3f}")
print(f"canting ratio |m|/|n| = {ratio:.5f}")
print(f"circular mode: |m| = {1e3 * ratio * tilt:.4f} mrad")
print(f"turning rate of n from exchange = {exchange_rate * GHZ:.2f} GHz")
print(f"turning rate of n from anisotropy = {axis_rate * GHZ:.4f} GHz")
print(f"exchange share of turning rate = {100 * torque_share:.3f} %")
print(f"AFM period = {1e3 / (afm_frequency * GHZ):.3f} ps")
print("swing: t/period, n_x (mrad), m_y (mrad), exchange energy (%)")
for fraction, neel, canting, share in trajectory:
    print(f"  {fraction:.3f} {1e3 * neel:9.3f} {1e3 * canting:9.4f}"
          f" {100 * share:8.2f}")
print(f"no exchange, same quarter period: n_x = "
      f"{1e3 * control_n:.3f} mrad")
print(f"AFM amplitude decay time = {1e12 / (gamma * afm_decay):.2f} ps")
print(f"FM amplitude decay time = {1e9 / (gamma * fm_decay):.2f} ns")
print(f"damped AFM frequency = {afm_damped_frequency * GHZ:.2f} GHz")
print(f"AFM quality factor = {afm_quality:.2f}")
print(f"FM quality factor = {fm_quality:.1f}")
print(f"critical AFM damping = {critical:.4f}")
print("finished without a failed check")
```

Printed output:

```
exchange field B_E = 100.0 T
anisotropy field B_A = 0.1 T
Gilbert damping alpha = 0.005
initial tilt = 10.0 mrad
gamma/(2 pi) = 28.025 GHz/T
AFM resonance, as a field = 4.4733 T
AFM resonance = 125.36 GHz
approximation sqrt(2 B_E B_A) = 125.33 GHz
FM in-phase mode = 2.802 GHz
FM opposite-phase mode = 5607.8 GHz
AFM / FM in-phase frequency = 44.73
scan at fixed B_A: B_E (T), AFM frequency (GHz)
      0.0      2.802
      1.0     12.843
     10.0     39.732
    100.0    125.363
   1000.0    396.343
canting ratio |m|/|n| = 0.02236
circular mode: |m| = 0.2236 mrad
turning rate of n from exchange = 125.31 GHz
turning rate of n from anisotropy = 0.0626 GHz
exchange share of turning rate = 99.950 %
AFM period = 7.977 ps
swing: t/period, n_x (mrad), m_y (mrad), exchange energy (%)
  0.000    10.000    0.0000     0.00
  0.125     7.071    0.1581    49.97
  0.250     0.000    0.2236    99.95
  0.375    -7.071    0.1581    49.98
  0.500   -10.000    0.0000     0.00
no exchange, same quarter period: n_x = 9.994 mrad
AFM amplitude decay time = 11.35 ps
FM amplitude decay time = 11.36 ns
damped AFM frequency = 124.57 GHz
AFM quality factor = 4.44
FM quality factor = 100.0
critical AFM damping = 0.0447
finished without a failed check
```
